# Does a higher boson energy raise the superconducting transition temperature?: a program that tests the result

```python
"""Does a higher boson energy raise the superconducting Tc?

Result under test. With lambda fixed (lighter ions), Coulomb repulsion can
give Tc a maximum as a function of boson energy. With lambda = Omega^2/omega^2
(stiffer springs), the McMillan formula has a maximum, but the Eliashberg
equations of the same model give a Tc that only falls with omega.

Symbols: omega boson energy, lam coupling, mu bare Coulomb repulsion,
mu* = mu/(1 + mu ln(E_F/omega)), E_F electronic cutoff,
Omega^2 = lam*omega^2. Energies and temperatures (k_B = 1) are in mRy.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal, hankel, toeplitz
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import eigsh

E_F, MU = 500.0, 0.5
LAM_A = 0.6
OMEGA_B = 4.0
RYDBERG_J = sc.physical_constants["Rydberg constant times hc in J"][0]
KELVIN = 1e-3 * RYDBERG_J / sc.k
EV = 1e-3 * RYDBERG_J / sc.e


def mu_star(omega, mu=MU):
    return mu / (1 + mu * np.log(E_F / omega))


def denominator(lam, ms):
    return lam - ms * (1 + 0.62 * lam)


def mcmillan(omega, lam, mu=MU):
    d = denominator(lam, mu_star(omega, mu))
    return omega / 1.2 * np.exp(-1.04 * (1 + lam) / d)


def slope_parts(omega, lam):
    """Losses in dlnTc/dln(omega) from falling lam and from growing mu*."""
    ms = mu_star(omega)
    pref = 1.04 / denominator(lam, ms) ** 2
    loss_lam = pref * 2 * lam * (1 + 0.38 * ms)
    loss_mu = pref * ms**2 * (1 + lam) * (1 + 0.62 * lam)
    return loss_lam, loss_mu


def lam_b(omega):
    return (OMEGA_B / omega) ** 2


def pairing_eigenvalue(temp, omega, strength, mu, cutoff):
    """Largest eigenvalue of the even-frequency gap equation; 1 at Tc.

    The zero-transfer boson term cancels exactly and is left out. The last
    Matsubara point has a fractional weight, so the cutoff acts smoothly.
    """
    size = cutoff / (2 * np.pi * temp)
    n = np.arange(int(np.ceil(size)))
    count = len(n)
    weight = np.clip(size - n, 0, 1)
    transfer = 2 * np.pi * temp * np.arange(1, 2 * count)
    boson = np.concatenate([[0.0], strength / (omega**2 + transfer**2)])
    diag = 2 * n + 1 + 2 * np.cumsum(boson)[:count]
    kernel = toeplitz(boson[:count])
    kernel += hankel(boson[1:count + 1], boson[count:2 * count])
    kernel -= 2 * mu
    scale = np.sqrt(weight / diag)
    kernel *= scale[:, None]
    kernel *= scale[None, :]
    if count < 60:
        return np.linalg.eigvalsh(kernel)[-1]
    return eigsh(kernel, k=1, which="LA", v0=1 / (2.0 * n + 1),
                 tol=1e-9, return_eigenvectors=False)[0]


def eliashberg_tc(omega, strength, mu=MU, cutoff=E_F):
    def excess(log_t):
        return pairing_eigenvalue(np.exp(log_t), omega, strength,
                                  mu, cutoff) - 1
    high = np.log(0.25 * np.sqrt(strength))
    step = np.log(1.3)
    for _ in range(40):
        if excess(high - step) > 0:
            return np.exp(brentq(excess, high - step, high, xtol=1e-6))
        high -= step
    raise RuntimeError("no transition found")


# Coupling from oscillator matrix elements found by diagonalization.
x = np.linspace(-8, 8, 801)
h = x[1] - x[0]
for mass, spring in ((1.0, 1.0), (1.0, 4.0), (4.0, 1.0)):
    energy, state = eigh_tridiagonal(
        1 / (mass * h**2) + 0.5 * spring * x**2,
        np.full(len(x) - 1, -0.5 / (mass * h**2)),
        select="i", select_range=(0, 1))
    x10 = state[:, 1] @ (x * state[:, 0])
    gap = energy[1] - energy[0]
    assert abs(2 * x10**2 / gap * spring - 1) < 2e-3
    assert abs(gap / np.sqrt(spring / mass) - 1) < 2e-3

# Coulomb elimination by a linear solve over high Matsubara frequencies.
tail = np.arange(100, 1000)
matrix = np.diag(2.0 * tail + 1) + 2 * MU
amplitude = np.linalg.solve(matrix, np.full(len(tail), -2 * MU))
mu_folded = MU * (1 + amplitude.sum())
mu_formula = MU / (1 + MU * np.log(10))
assert abs(mu_folded / mu_formula - 1) < 1e-4

# Logarithmic slopes of the McMillan model against finite differences.
eps = 1e-4
for om in (2.0, 3.0, 5.0):
    up, down = om * np.exp(eps), om * np.exp(-eps)
    numeric = np.log(mcmillan(up, lam_b(up))
                     / mcmillan(down, lam_b(down))) / (2 * eps)
    assert abs(numeric - (1 - sum(slope_parts(om, lam_b(om))))) < 1e-5
for om in (5.0, 30.0, 60.0):
    numeric = np.log(mcmillan(om * np.exp(eps), LAM_A)
                     / mcmillan(om * np.exp(-eps), LAM_A)) / (2 * eps)
    assert abs(numeric - (1 - slope_parts(om, LAM_A)[1])) < 1e-5

# Optima of the McMillan model: formula against direct maximization.
root = np.sqrt(1.04 * (1 + LAM_A) * (1 + 0.62 * LAM_A))
ms_opt_a = LAM_A / (1 + 0.62 * LAM_A + root)
om_opt_a = E_F * np.exp(1 / MU - 1 / ms_opt_a)
search = minimize_scalar(lambda u: -np.log(mcmillan(np.exp(u), LAM_A)),
                         bounds=(np.log(2), np.log(100)), method="bounded",
                         options={"xatol": 1e-8})
assert abs(np.exp(search.x) / om_opt_a - 1) < 1e-4
om_opt_b = brentq(lambda w: 1 - sum(slope_parts(w, lam_b(w))), 0.5, 8)
om_end_b = brentq(lambda w: denominator(lam_b(w), mu_star(w)), 5, 20)


def best_b(mu, upper):
    found = minimize_scalar(
        lambda u: -np.log(mcmillan(np.exp(u), lam_b(np.exp(u)), mu)),
        bounds=(np.log(0.5), np.log(upper)), method="bounded",
        options={"xatol": 1e-8})
    return np.exp(found.x)


assert abs(best_b(MU, 8.0) / om_opt_b - 1) < 1e-4
lam_opt_no_mu = lam_b(best_b(0.0, 8.0))
assert abs(lam_opt_no_mu - 2.08) < 1e-3

# Reduced gap matrix against the full equation with both frequency signs.
half, om_t, lam_t = 40, 30.0, 1.5
temp_t = E_F / (2 * np.pi * half)
mu_t = brentq(lambda m: pairing_eigenvalue(
    temp_t, om_t, lam_t * om_t**2, m, E_F) - 1, 0, 20)
idx = np.arange(-half, half)
wide = np.arange(-4000, 4000)
freq = (2 * idx + 1) * np.pi * temp_t


def boson_full(diff):
    return lam_t * om_t**2 / (om_t**2 + (2 * np.pi * temp_t * diff) ** 2)


z_full = 1 + np.pi * temp_t / freq * (
    boson_full(idx[:, None] - wide) @ np.sign(2 * wide + 1))
gap_map = np.pi * temp_t * (boson_full(idx[:, None] - idx) - mu_t)
gap_map = gap_map / np.abs(freq)[None, :] / z_full[:, None]
assert abs(np.linalg.eigvals(gap_map).real.max() - 1) < 1e-4

# Fixed lambda: maximum with Coulomb repulsion, proportionality without.
scan_a = np.array([5.0, 10.0, 20.0, 30.0, 40.0, 60.0])
tc_a = np.array([eliashberg_tc(w, LAM_A * w**2) for w in scan_a])
mc_a = mcmillan(scan_a, LAM_A)
peak = int(np.argmax(tc_a))
assert 0 < peak < len(scan_a) - 1
assert np.all(np.abs(np.log(tc_a[:4] / mc_a[:4])) < np.log(2))
free_5 = eliashberg_tc(5.0, LAM_A * 25, mu=0.0)
free_30 = eliashberg_tc(30.0, LAM_A * 900, mu=0.0)
assert abs(free_30 / free_5 / 6 - 1) < 0.02

# A lower cutoff reproduces Tc only if the repulsion is renormalized.
tc_fold = eliashberg_tc(5.0, LAM_A * 25, mu=mu_star(100.0), cutoff=100.0)
tc_bare = eliashberg_tc(5.0, LAM_A * 25, mu=MU, cutoff=100.0)
assert abs(tc_fold / tc_a[0] - 1) < 0.05
assert tc_bare < 0.6 * tc_a[0]

# Fixed Omega: no maximum at finite boson energy in the Eliashberg scan.
scan_b = np.array([0.0, 0.5, 1.0, 2.0, 3.0, 4.0, 5.0])
tc_b = np.array([eliashberg_tc(w, OMEGA_B**2) for w in scan_b])
assert np.all(np.diff(tc_b) < 0)
free_b = np.array([eliashberg_tc(w, OMEGA_B**2, mu=0.0)
                   for w in (0.0, 2.0, 4.0)])
assert np.all(np.diff(free_b) < 0)
assert abs(free_b[0] / OMEGA_B - 0.1827) < 3e-4
mc_b = mcmillan(scan_b[1:], lam_b(scan_b[1:]))
assert mc_b[0] < mcmillan(om_opt_b, lam_b(om_opt_b)) > mc_b[-1]

print(f"E_F = {E_F:.0f} mRy; bare mu = {MU:.2f}")
print(f"1 mRy = {KELVIN:.3f} K = {EV:.6f} eV")
print(f"Elimination over one decade: mu* solve {mu_folded:.5f}, "
      f"formula {mu_formula:.5f}")
print(f"ROUTE A: fixed lambda = {LAM_A:.2f}")
print("omega/mRy  mu*  McMillan slope  Tc McMillan/mRy  Tc Eliashberg/mRy")
for w, m, t in zip(scan_a, mc_a, tc_a):
    print(f"{w:5.1f} {mu_star(w):.4f} {1 - slope_parts(w, LAM_A)[1]:8.4f} "
          f"{m:.5f} {t:.5f}")
tc_opt_a = mcmillan(om_opt_a, LAM_A)
print(f"McMillan optimum: mu* = {ms_opt_a:.4f}, omega = {om_opt_a:.2f} mRy")
print(f"  omega = {om_opt_a * EV:.3f} eV; omega/E_F = {om_opt_a / E_F:.4f}")
print(f"  Tc = {tc_opt_a:.5f} mRy = {tc_opt_a * KELVIN:.2f} K")
print(f"Highest scanned Eliashberg Tc: omega = {scan_a[peak]:.0f} mRy, "
      f"Tc = {tc_a[peak] * KELVIN:.2f} K")
print(f"  maximum lies between {scan_a[peak - 1]:.0f} and "
      f"{scan_a[peak + 1]:.0f} mRy")
print(f"Eliashberg Tc(30 mRy)/Tc(5 mRy): with mu {tc_a[3] / tc_a[0]:.3f}, "
      f"mu=0 {free_30 / free_5:.3f}")
print(f"Tc at omega=5 mRy, mu=0: {free_5:.5f} mRy")
print(f"Cutoff 100 mRy, omega=5 mRy: mu* = {mu_star(100.0):.4f}")
print(f"  Tc renormalized {tc_fold:.5f} mRy, unrenormalized "
      f"{tc_bare:.5f} mRy")
print(f"ROUTE B: fixed Omega = {OMEGA_B:.1f} mRy")
print("omega/mRy  lambda  mu*  Tc McMillan/mRy  Tc Eliashberg/mRy")
print(f"  0.0 (limit) Eliashberg only: {tc_b[0]:.5f}")
for w, m, t in zip(scan_b[1:], mc_b, tc_b[1:]):
    print(f"{w:5.1f} {lam_b(w):8.4f} {mu_star(w):.4f} {m:.5f} {t:.5f}")
lam_opt_b = lam_b(om_opt_b)
tc_opt_b = mcmillan(om_opt_b, lam_opt_b)
part_lam, part_mu = slope_parts(om_opt_b, lam_opt_b)
tc_true_b = eliashberg_tc(om_opt_b, OMEGA_B**2)
print(f"McMillan optimum: omega = {om_opt_b:.4f} mRy, "
      f"lambda = {lam_opt_b:.4f}, mu* = {mu_star(om_opt_b):.4f}")
print(f"  Tc McMillan = {tc_opt_b:.5f} mRy = {tc_opt_b * KELVIN:.2f} K")
print(f"  Tc Eliashberg there = {tc_true_b:.5f} mRy = "
      f"{tc_true_b * KELVIN:.2f} K")
print(f"  slope losses: lambda {part_lam:.4f}, mu* {part_mu:.4f}")
print(f"McMillan optimum for mu=0: lambda = {lam_opt_no_mu:.4f}")
print(f"McMillan Tc vanishes at omega = {om_end_b:.3f} mRy, "
      f"lambda = {lam_b(om_end_b):.4f}")
print(f"Soft-boson limit with mu: Tc = {tc_b[0] * KELVIN:.2f} K")
print(f"Soft-boson limit, mu=0: Tc/Omega = {free_b[0] / OMEGA_B:.5f}")
print(f"Eliashberg, mu=0: Tc(omega=0,2,4 mRy) = {free_b[0]:.5f}, "
      f"{free_b[1]:.5f}, {free_b[2]:.5f} mRy")
print("all assertions hold")
```

Printed output:

```
E_F = 500 mRy; bare mu = 0.50
1 mRy = 157.888 K = 0.013606 eV
Elimination over one decade: mu* solve 0.23242, formula 0.23242
ROUTE A: fixed lambda = 0.60
omega/mRy  mu*  McMillan slope  Tc McMillan/mRy  Tc Eliashberg/mRy
  5.0 0.1514   0.6600 0.05992 0.05572
 10.0 0.1691   0.5175 0.09051 0.08243
 20.0 0.1916   0.2624 0.11971 0.10629
 30.0 0.2078   0.0067 0.12691 0.11090
 40.0 0.2210  -0.2649 0.12257 0.10607
 60.0 0.2427  -0.8862 0.09828 0.08499
McMillan optimum: mu* = 0.2081, omega = 30.26 mRy
  omega = 0.412 eV; omega/E_F = 0.0605
  Tc = 0.12691 mRy = 20.04 K
Highest scanned Eliashberg Tc: omega = 30 mRy, Tc = 17.51 K
  maximum lies between 20 and 40 mRy
Eliashberg Tc(30 mRy)/Tc(5 mRy): with mu 1.990, mu=0 6.000
Tc at omega=5 mRy, mu=0: 0.27996 mRy
Cutoff 100 mRy, omega=5 mRy: mu* = 0.2771
  Tc renormalized 0.05578 mRy, unrenormalized 0.02204 mRy
ROUTE B: fixed Omega = 4.0 mRy
omega/mRy  lambda  mu*  Tc McMillan/mRy  Tc Eliashberg/mRy
  0.0 (limit) Eliashberg only: 0.58784
  0.5  64.0000 0.1123 0.13360 0.58280
  1.0  16.0000 0.1217 0.24971 0.56749
  2.0   4.0000 0.1330 0.38319 0.50318
  3.0   1.7778 0.1405 0.35609 0.38526
  4.0   1.0000 0.1464 0.21806 0.21782
  5.0   0.6400 0.1514 0.07785 0.07296
McMillan optimum: omega = 2.3161 mRy, lambda = 2.9826, mu* = 0.1356
  Tc McMillan = 0.39150 mRy = 61.81 K
  Tc Eliashberg there = 0.47225 mRy = 74.56 K
  slope losses: lambda 0.9678, mu* 0.0322
McMillan optimum for mu=0: lambda = 2.0800
McMillan Tc vanishes at omega = 9.268 mRy, lambda = 0.1863
Soft-boson limit with mu: Tc = 92.81 K
Soft-boson limit, mu=0: Tc/Omega = 0.18273
Eliashberg, mu=0: Tc(omega=0,2,4 mRy) = 0.73090, 0.66649, 0.45848 mRy
all assertions hold
```
